# Spin-flop field and antiparallel stability limit of a symmetric synthetic antiferromagnet: a program that tests the result

```python
# Symmetric synthetic antiferromagnet, field B = mu0*H along the easy axis x.
# Area energy: J m1.m2 - Ms t B (m1x+m2x) - K t (m1x^2+m2x^2) + thin-film demagnetization.
# BE = J/(Ms t): exchange field; BK = 2K/Ms: anisotropy field (both in tesla).
# Results under test, for BK < BE:
#   equilibrium spin-flop field      B_sf   = sqrt(BK (2 BE - BK))
#   antiparallel stability limit     B_up   = sqrt(BK (2 BE + BK))
#   scissor-state stability limit    B_down = (2 BE - BK) sqrt(BK/(2 BE + BK))
#   saturation field                 B_sat  = 2 BE - BK
import numpy as np
from math import sin, cos, pi, sqrt, asin, degrees
from scipy.constants import mu_0, k as k_B
from scipy.optimize import minimize, minimize_scalar, brentq

Ms, t, J, K = 1.2e6, 3e-9, 0.2e-3, 2.4e3      # A/m, m, J/m^2, J/m^3
BE, BK = J / (Ms * t), 2 * K / Ms


def energy(angles, B, K=K, uneven=0.0, biquadratic=0.0, tilt=0.0):
    """Area energy divided by J; angles = in-plane 1, 2 and elevation 1, 2."""
    p1, p2, q1, q2 = angles
    dot = cos(q1) * cos(q2) * cos(p1 - p2) + sin(q1) * sin(q2)
    total = J * dot + biquadratic * J * dot**2
    for p, q, thick in ((p1, q1, t * (1 + uneven)), (p2, q2, t * (1 - uneven))):
        total -= thick * Ms * B * cos(q) * cos(p - tilt)
        total -= thick * K * (cos(q) * cos(p))**2
        total += thick * 0.5 * mu_0 * Ms**2 * sin(q)**2
    return total / J


def lowest_curvature(state, B, K):
    """Smallest eigenvalue of the finite-difference Hessian in all four angles."""
    h, n = 1e-3, 4
    unit = np.eye(n) * h
    state = np.array(state, float)
    hess = np.zeros((n, n))
    for i in range(n):
        for j in range(n):
            hess[i, j] = (energy(state + unit[i] + unit[j], B, K)
                          - energy(state + unit[i] - unit[j], B, K)
                          - energy(state - unit[i] + unit[j], B, K)
                          + energy(state - unit[i] - unit[j], B, K)) / (4 * h * h)
    return np.linalg.eigvalsh(hess)[0]


def scissor(B, K):
    """Symmetric state found by direct minimization over its opening angle."""
    best = minimize_scalar(lambda p: energy((p, -p, 0, 0), B, K),
                           bounds=(0.0, pi / 2), method="bounded",
                           options={"xatol": 1e-10})
    return (best.x, -best.x, 0, 0)


def equilibrium_field(K=K, **extra):
    """Field at which some other state first lies below the antiparallel one."""
    scale = sqrt(BE * 2 * K / Ms)
    low, high = 0.3 * scale, 3.0 * scale
    for _ in range(24):
        B = 0.5 * (low + high)
        anti = min(energy((0, pi, 0, 0), B, K, **extra),
                   energy((pi, 0, 0, 0), B, K, **extra))
        found = min(minimize(lambda v: energy((v[0], v[1], 0, 0), B, K, **extra),
                             (s + d, s - d), method="BFGS",
                             options={"gtol": 1e-7}).fun
                    for s in (0.0, 0.3, 0.7) for d in (0.2, 1.3))
        if found < anti - 1e-8:
            high = B
        else:
            low = B
    return 0.5 * (low + high)


def formulas(be, bk):
    return (sqrt(bk * (2 * be - bk)), sqrt(bk * (2 * be + bk)),
            (2 * be - bk) * sqrt(bk / (2 * be + bk)), 2 * be - bk)


# Critical fields from the full energy, for the example and for a stronger anisotropy
numeric = {}
for label, K_test in (("example", K), ("strong", 0.5 * J / (2 * t))):
    sf, up, down, sat = formulas(BE, 2 * K_test / Ms)
    values = (
        equilibrium_field(K_test),
        brentq(lambda B: lowest_curvature((0, pi, 0, 0), B, K_test), sf, 2 * sf),
        brentq(lambda B: lowest_curvature(scissor(B, K_test), B, K_test), 0.6 * sf, sf),
        brentq(lambda B: lowest_curvature((0, 0, 0, 0), B, K_test), 0.5 * sat, 1.5 * sat))
    assert np.allclose(values, (sf, up, down, sat), rtol=2e-4, atol=0)
    numeric[label] = values

# When BK exceeds BE the transition sits at BE instead
flip_field = equilibrium_field(1.5 * J / (2 * t))
assert abs(flip_field / BE - 1) < 2e-4

B_sf, B_up, B_down, B_sat = formulas(BE, BK)

# Global minimum over all directions in space, on both sides of the transition
rng = np.random.default_rng(1)
for factor, moment in ((0.998, 0.0), (1.002, 1.002 * B_sf / B_sat)):
    runs = [minimize(energy, np.r_[rng.uniform(-pi, pi, 2), rng.uniform(-1, 1, 2)],
                     args=(factor * B_sf,), method="BFGS", options={"gtol": 1e-7})
            for _ in range(30)]
    p1, p2, q1, q2 = min(runs, key=lambda r: r.fun).x
    assert abs(0.5 * (cos(q1) * cos(p1) + cos(q2) * cos(p2)) - moment) < 2e-3


# Barrier at the equilibrium field: maximum over the mean angle of the minimum
# over the half-difference angle
def valley(s, B, tilt=0.0):
    return minimize_scalar(lambda d: energy((s + d, s - d, 0, 0), B, tilt=tilt),
                           bounds=(0.3, 1.8), method="bounded",
                           options={"xatol": 1e-9}).fun


top = minimize_scalar(lambda s: -valley(s, B_sf), bounds=(0.01, 1.56), method="bounded")
barrier_numeric = BE * (-top.fun - energy((0, pi, 0, 0), B_sf))
barrier = (BE + BK / 2) * (1 - B_sf / B_up)**2
assert abs(barrier_numeric / barrier - 1) < 1e-3


# Misaligned field: reduced energy after elimination of the half-difference angle
def reduced(s, B, tilt, bk=BK):
    stiffness = 2 * BE + bk - 2 * bk * np.cos(s)**2
    return bk * np.cos(s)**2 - B**2 * np.cos(s - tilt)**2 / stiffness


for s, tilt in ((0.2, 0.03), (0.8, 0.1), (1.3, 0.02)):
    assert abs(BE * valley(s, B_sf, tilt) + BE + BK - reduced(s, B_sf, tilt)) < 1e-9


def critical_tilt(bk):
    """Largest tilt for which the stationary curve B(s) still folds back."""
    low, high = 0.01 * bk / (2 * BE), 5 * bk / (2 * BE)
    for _ in range(40):
        tilt = 0.5 * (low + high)
        s = np.linspace(tilt, pi / 2, 4001)
        stiff = 2 * BE + bk - 2 * bk * np.cos(s)**2
        B_squared = bk * np.sin(2 * s) * stiff**2 / (
            np.sin(2 * (s - tilt)) * stiff
            + 2 * bk * np.sin(2 * s) * np.cos(s - tilt)**2)
        if np.any(np.diff(B_squared) > 0):
            low = tilt
        else:
            high = tilt
    return 0.5 * (low + high)


def most_minima(tilt):
    s = np.linspace(0, pi, 3000, endpoint=False)[None, :]
    B = np.linspace(0.9 * B_sf, 1.05 * B_up, 400)[:, None]
    g = reduced(s, B, tilt)
    return ((g < np.roll(g, 1, 1)) & (g < np.roll(g, -1, 1))).sum(axis=1).max()


tilt_c = critical_tilt(BK)
assert most_minima(0.8 * tilt_c) == 2 and most_minima(1.2 * tilt_c) == 1
for bk in (BK, 0.01 * BE):            # leading-order law: relative error of order b
    b = bk / (2 * BE + bk)
    assert abs(critical_tilt(bk) / b - 1) < 5 * b

# Neglected effects
T, diameter, stiffness_A = 300.0, 200e-9, 15e-12     # K, m, J/m
area = pi * diameter**2 / 4
thermal = k_B * T


def disc_dipole_field(width):
    m = width / t
    root = sqrt(m * m - 1)
    n_z = m * m / (m * m - 1) * (1 - asin(root / m) / root)
    return 0.5 * (1 - n_z) * mu_0 * Ms


B_uneven = equilibrium_field(uneven=0.01)
B_biquadratic = equilibrium_field(biquadratic=0.05)


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("magnetization Ms", Ms / 1e6, "MA/m", 2)
show("layer thickness t", t * 1e9, "nm", 1)
show("coupling J", J * 1e3, "mJ/m^2", 2)
show("anisotropy constant K", K / 1e3, "kJ/m^3", 2)
show("exchange field BE", BE * 1e3, "mT")
show("anisotropy field BK", BK * 1e3, "mT")
show("ratio BK/BE", BK / BE, "", 4)
show("spin-flop field, formula", B_sf * 1e3, "mT")
show("spin-flop field, global minimization", numeric["example"][0] * 1e3, "mT")
show("antiparallel limit, formula", B_up * 1e3, "mT")
show("antiparallel limit, curvature", numeric["example"][1] * 1e3, "mT")
show("scissor lower limit, formula", B_down * 1e3, "mT")
show("scissor lower limit, curvature", numeric["example"][2] * 1e3, "mT")
show("saturation field, formula", B_sat * 1e3, "mT")
show("saturation field, curvature", numeric["example"][3] * 1e3, "mT")
show("spin-flop field", B_sf / mu_0 / 1e3, "kA/m")
show("antiparallel limit", B_up / mu_0 / 1e3, "kA/m")
show("full hysteresis width B_up - B_down", (B_up - B_down) * 1e3, "mT")
show("B_up/B_sf - 1", B_up / B_sf - 1, "", 4)
show("weak-anisotropy estimate BK/(2BE)", BK / (2 * BE), "", 4)
show("reduced moment just above spin flop", B_sf / B_sat, "", 4)
show("scissor angle from field at spin flop", degrees(scissor(B_sf, K)[0]), "deg", 2)
show("transition field/BE when BK = 1.5 BE", flip_field / BE, "", 4)
show("barrier at B_sf over Ms*t, formula", barrier * 1e3, "mT", 5)
show("barrier at B_sf over Ms*t, minimax", barrier_numeric * 1e3, "mT", 5)
show("weak-anisotropy barrier BK^2/(4BE)", BK**2 / (4 * BE) * 1e3, "mT", 5)
show("barrier per area at B_sf", barrier * Ms * t * 1e6, "uJ/m^2", 4)
show("temperature", T, "K", 0)
show("disc diameter", diameter * 1e9, "nm", 0)
show("disc barrier at B_sf", barrier * Ms * t * area / thermal, "kT", 2)
show("disc barrier at zero field", BK * Ms * t * area / thermal, "kT", 1)
show("dipole field scale, 200 nm disc", disc_dipole_field(diameter) * 1e3, "mT", 2)
show("dipole field scale, 20 um disc", disc_dipole_field(20e-6) * 1e3, "mT", 3)
show("spin-flop field, layers +1% and -1% thick", B_uneven * 1e3, "mT")
show("shift from thickness imbalance", (B_uneven - B_sf) * 1e3, "mT")
show("spin-flop field, 5% biquadratic", B_biquadratic * 1e3, "mT")
show("shift from biquadratic coupling", (B_biquadratic - B_sf) * 1e3, "mT")
show("critical misalignment, computed", degrees(tilt_c), "deg", 2)
show("critical misalignment, estimate", degrees(BK / (2 * BE + BK)), "deg", 2)
show("exchange stiffness A (rough)", stiffness_A * 1e12, "pJ/m", 0)
show("largest twist through a layer", degrees(J * t / (4 * stiffness_A)), "deg", 2)
show("wall length sqrt(A/K)", sqrt(stiffness_A / K) * 1e9, "nm", 1)
print("every check passed")
```

Output:

```
magnetization Ms: 1.20 MA/m
layer thickness t: 3.0 nm
coupling J: 0.20 mJ/m^2
anisotropy constant K: 2.40 kJ/m^3
exchange field BE: 55.556 mT
anisotropy field BK: 4.000 mT
ratio BK/BE: 0.0720
spin-flop field, formula: 20.699 mT
spin-flop field, global minimization: 20.699 mT
antiparallel limit, formula: 21.458 mT
antiparallel limit, curvature: 21.458 mT
scissor lower limit, formula: 19.967 mT
scissor lower limit, curvature: 19.967 mT
saturation field, formula: 107.111 mT
saturation field, curvature: 107.111 mT
spin-flop field: 16.472 kA/m
antiparallel limit: 17.076 kA/m
full hysteresis width B_up - B_down: 1.491 mT
B_up/B_sf - 1: 0.0367
weak-anisotropy estimate BK/(2BE): 0.0360
reduced moment just above spin flop: 0.1932
scissor angle from field at spin flop: 78.86 deg
transition field/BE when BK = 1.5 BE: 1.0000
barrier at B_sf over Ms*t, formula: 0.07202 mT
barrier at B_sf over Ms*t, minimax: 0.07202 mT
weak-anisotropy barrier BK^2/(4BE): 0.07200 mT
barrier per area at B_sf: 0.2593 uJ/m^2
temperature: 300 K
disc diameter: 200 nm
disc barrier at B_sf: 1.97 kT
disc barrier at zero field: 109.2 kT
dipole field scale, 200 nm disc: 17.43 mT
dipole field scale, 20 um disc: 0.178 mT
spin-flop field, layers +1% and -1% thick: 21.603 mT
shift from thickness imbalance: 0.904 mT
spin-flop field, 5% biquadratic: 19.643 mT
shift from biquadratic coupling: -1.056 mT
critical misalignment, computed: 2.14 deg
critical misalignment, estimate: 1.99 deg
exchange stiffness A (rough): 15 pJ/m
largest twist through a layer: 0.57 deg
wall length sqrt(A/K): 79.1 nm
every check passed
```
